Trivial symmetry indicators do not establish trivial topology

Comment on an argument that two insulators are atomic

The argument under review concerns two insulators. The first has one occupied band on a square lattice with fourfold rotation symmetry. Its rotation eigenvalues at the symmetric momenta are all +1, as for an s orbital on every lattice point. It has neither time-reversal symmetry nor a mirror plane perpendicular to the lattice; either would give the Berry curvature opposite values at momenta related by the symmetry and force the Chern number to vanish. The second is a three-dimensional insulator with time reversal but no crystal symmetry beyond translations. It has two occupied bands, as many as one Kramers pair of orbitals per cell supplies. In both cases the symmetry indicator is trivial, and the author concludes that the topology is trivial too.

The eigenvalues and the band count are not in dispute. The question is whether they fix the topology, and it has to be answered separately for each case.

1. What the rotation eigenvalues determine

Consider noninteracting spinless electrons and one band separated from all others by a direct gap. The lattice constant is 1 and the orbitals sit on lattice points, so that H(k+G) = H(k) for every reciprocal vector G. The rotation is ρ(kx,ky) = (−ky,kx), and it acts through a constant matrix U:

H(ρk) = U H(k) U†, U⁴ = 1.

The Berry connection, Berry curvature and Chern number are

A = i⟨u|∂u⟩, F = ∂xAy − ∂yAx, C = (1/2π)∫F d²k.

The state at ρk is U|u(k)⟩ up to a phase, and U is constant, so F(ρk) = F(k). Four rotated copies of the square with corners Γ = (0,0), X = (π,0), M = (π,π) and Y = (0,π) fill the zone. Each therefore carries flux 2πC/4. A smooth gauge exists on one such square, and Stokes' theorem gives the Berry phase factor of its boundary, traversed as Γ→X→M→Y→Γ:

exp(i∮A·dk) = exp(2πiC/4) = i^C.

The same factor follows from symmetry. For a small step, ⟨u(k+dk)|u(k)⟩ = 1 − ⟨u|∂u⟩·dk = 1 + iA·dk. A product of projectors along a path thus transports the state with the factor exp(i∫A·dk). Let a be this transport from Γ to X, and b that from X to M. The rotation maps the path Γ→X to Γ→Y, whose transport is UaU†. The inverse rotation maps (π,t) to (t,−π), equivalent to (t,π), so it maps X→M to Y→M, whose transport is U†bU. Reversing a path takes the adjoint. The whole loop is

L = (U a† U†)(U† b† U) b a = U a† (U†)² b† U b a.

At Γ and M, H commutes with U, and at X it commutes with U². The band is nondegenerate, so its states there are eigenvectors, with eigenvalues ξ(Γ), ξ(M) of U and ζ(X) = ±1 of U². Let L act on |Γ⟩. The operators a and b give phases α and β, U gives ξ(M), b† gives β*, (U†)² gives ζ(X)*, a† gives α*, and the last U gives ξ(Γ). The phases α and β cancel, and

i^C = ξ(Γ) ξ(M) ζ(X)*.

The left side is unchanged when C grows by 4. The eigenvalues determine C modulo 4 and no further.

2. Which eigenvalues an atomic band has

One could still hope that a band with C = 4 differs from every atomic band in its individual eigenvalues. An atomic band with one orbital per cell needs a site that the rotation maps to itself up to a lattice vector. There are two, the cell corner and the cell centre. Let φ(R) be the orbital in cell R, λ its fourfold eigenvalue, and ψ(k) = Σ exp(ik·R) φ(R).

At the corner, φ(R) → λφ(ρR), hence ψ(k) → λψ(ρk). The triple (ξ(Γ), ξ(M), ζ(X)) is (λ, λ, λ²).

At the centre, the site R + (½,½) moves to ρR + (−½,½), which belongs to cell ρR − (1,0). Relabelling the sum gives ψ(k) → λ exp(−iky) ψ(ρk). This is λ at Γ and −λ at M. Two rotations give λ² exp[−i(kx+ky)], which is −λ² at X. The triple is (λ, −λ, −λ²).

Both triples have product λ⁴ = 1, since ζ is real. Conversely, suppose that ξ(Γ)ξ(M)ζ(X) = 1. Then ξ(M) = ζ(X)/ξ(Γ). Because ξ(Γ)⁴ = 1, we have 1/ξ(Γ) = ξ(Γ)²·ξ(Γ) with ξ(Γ)² = ±1, so ξ(M) = sξ(Γ) with s = ±1. It follows that ζ(X) = ξ(Γ)ξ(M) = sξ(Γ)². For s = +1 this is the corner triple, and for s = −1 the centre triple.

Of the 4·4·2 = 32 conceivable triples, 8 have product 1, and these are the 8 atomic ones. A single band thus has atomic eigenvalues if and only if C is a multiple of 4. The equivalence is shown here for one band; I do not claim it for several.

3. A band with the author's eigenvalues

It remains to see whether C = 4 occurs together with the eigenvalues in the argument. Put two s orbitals on each lattice point and let H = d·σ, with energies in units of a hopping t and

dx = cos kx + cos ky
dy = m + cos kx cos ky
dz = sin kx sin ky (cos kx − cos ky).

Under the rotation, sin kx sin ky and cos kx − cos ky both change sign, so dz is invariant, as dx and dy plainly are. Hence U = 1, and both bands have the triple (+1,+1,+1) whenever they are separated.

The Chern number of the lower band follows from the direction n = d/|d|, with polar angles θ and φ. The lower state is (−sin(θ/2) exp(−iφ), cos(θ/2)). It has

Aθ = 0, Aφ = i(−i) sin²(θ/2) = sin²(θ/2), Fθφ = ½ sin θ.

The flux is half the solid angle swept by n. If n covers the sphere N times, counted with orientation, then C = (1/2π)(½)(4πN) = N. To find N, count the momenta at which n points to the north pole, each with the sign of the Jacobian of (dx,dy). That Jacobian is

J = (−sin kx)(−cos kx sin ky) − (−sin ky)(−sin kx cos ky)
= sin kx sin ky (cos kx − cos ky) = dz.

At the north pole dz > 0, so every such momentum counts +1. To locate them, dx = 0 requires cos ky = −cos kx, and dy = 0 then requires cos²kx = m. For 0 < m < 1 there are eight solutions, from the signs of cos kx, kx and ky. At these points dz = 2 sin kx sin ky cos kx, which has magnitude 2(1−m)√m and is positive at four of them. Hence C = 4. For m < 0 or m > 1 there is no solution, the pole is never reached, and C = 0.

The gap can close only where all three components vanish, which requires (1−m)√m = 0. At m = 0 this happens at the four points (±π/2, ±π/2). At m = 1 it happens at X and Y. Even at X no eigenvalues are exchanged, because both bands carry the same ones. A search for band inversions in the rotation eigenvalues therefore misses both transitions.

For numbers, I diagonalized H on a 240 × 240 mesh and obtained the flux from the phases of the products of state overlaps around each small square:

m = −0.5 t: smallest direct gap 1.00 t, C = 0
m = 0.5 t: smallest direct gap 0.71 t, C = 4
m = 1.5 t: smallest direct gap 1.00 t, C = 0.

All three have the triple (+1,+1,+1). The band at m = 1.5 t deserves the author's description: m can be raised without limit at an open gap, until the on-site term mσy dominates and the cells decouple. The band at m = 0.5 t does not. At that value each quarter zone carries 4/4 = 1 flux quantum, that is, a flux of 2π. The boundary phase factor is exp(2πi) = 1, the same as for no flux. Of the flux, the rotation eigenvalues record only this factor, which is why they cannot tell the two bands apart.

The difference is physical. Suppose the band had exponentially localized Wannier functions, with amplitudes w(R) on the two orbitals. Then |u(k)⟩ = Σ exp(−ik·R) w(R) would be smooth and periodic over the whole zone, and so would A. In ∮A·dk around the zone boundary, opposite edges would cancel, giving C = 0. With C = 4 there are no such functions.

The filled band also has a Hall response. In an electric field E the Berry curvature adds a transverse velocity of magnitude eEF/ħ. With state density d²k/(2π)² and charge e, the conductance at zero temperature has magnitude

(e²/ħ)|∫F d²k|/(2π)² = (e²/ħ)|C|/(2π) = |C|e²/h.

For C = 4 this is 1.5496 × 10⁻⁴ S. An atomic band gives zero.

4. The second insulator: what is left to count

In space group P1 the spatial symmetries are translations, and all Bloch states at a given k have the same translation eigenvalues. Time reversal T, with T² = −1, adds that states at momenta with k ≡ −k come in Kramers pairs. The symmetry data are then one even number, the number of occupied bands. Any insulator with 2n occupied bands shares it with n atomic Kramers pairs. The indicator is trivial here because there is nothing for it to record, so its value cannot count as evidence.

To see what it may conceal, one needs an invariant that uses T alone. Take the plane kz = 0 or kz = π, which T maps to itself, with two occupied bands. Transport the occupied space around the zone in kx at fixed ky. The resulting 2 × 2 unitary matrix W(ky) has eigenvalues exp(2πix₁) and exp(2πix₂), and x₁, x₂ are the hybrid Wannier centres. At ky = 0 and ky = π, T reverses the loop, so TWT⁻¹ = W⁻¹. If Wv = exp(2πix)v, then W⁻¹Tv = TWv = exp(−2πix)Tv, and hence WTv = exp(2πix)Tv. Since Tv is orthogonal to v, the two centres coincide there modulo 1.

Follow both centres continuously from ky = 0 to π. The change D of x₁ − x₂ is an integer. A smooth deformation can alter it only if the curves touch, where x₁ − x₂ equals some integer n, and reconnect. Beyond the contact x₁ − x₂ − n then changes sign. If x₁ − x₂ equals the integer s at ky = 0, its end value s + D becomes 2n − s − D, so D becomes 2(n − s) − D. The parity ν = D mod 2 survives as long as the gap and T do. The strong index is ν(kz=0) + ν(kz=π) mod 2. In an atomic limit the centres do not move, and both plane indices vanish.

5. A strong insulator in P1

Start with more symmetry. Take two orbitals of opposite parity (Pauli matrices τ) with spin (σ) on a cubic lattice, and

H₀ = (M − Σ cos ki) τz + Σ sin ki τxσi, i = x, y, z.

Time reversal is iσy times complex conjugation. It reverses each σi, which the odd sin ki compensates. Inversion is τz. The four matrices anticommute, so E² = (M − Σ cos ki)² + Σ sin²ki. With xi = 1 − cos ki ≥ 0, where these xi are not the centres above, sin²ki = 2xi − xi². For M = 2,

E² = (Σxi − 1)² + 2Σxi − Σxi²
= 1 + (Σxi)² − Σxi²
= 1 + 2(x₁x₂ + x₂x₃ + x₁x₃) ≥ 1.

Equality holds at Γ, so the gap is 2 t. For M ≥ 4 the first term is (Σxi + M − 3)² and |E| ≥ M − 3 ≥ 1.

In the planes kz = 0 and π, H₀ commutes with τzσz and splits into two sectors of one occupied band each, exchanged by T. With μ = M − cos kz, the sector τzσz = +1 has

d = (sin kx, sin ky, μ − cos kx − cos ky).

The pole count of section 3 applies, with Jacobian cos kx cos ky. For M = 2 and kz = 0, μ = 1. Then dz is −1 at Γ, 1 at X and Y, and 3 at (π,π), so C = −1 − 1 + 1 = −1. For kz = π, μ = 3 and dz is positive at all four points, so C = 1 − 1 − 1 + 1 = 0. Time reversal makes the centre of the other sector x₋(ky) = x₊(−ky) modulo 1. Hence D is the displacement of x₊ from ky = −π to π. By Stokes' theorem this is C up to sign. The plane indices are 1 and 0, and the strong index is 1.

With inversion present, the symmetry data do reveal this. The occupied parity at each of the eight momenta k ≡ −k is minus the sign of M − Σ cos ki. For M = 2 it is + at Γ and − at the other seven, with product −1. An atomic Kramers pair of parity p at an inversion centre r₀ has parity p exp(−2ik·r₀) at these momenta. Since 2r₀ is a lattice vector, the sign factor is + at all eight or − at four, and the product is +1.

Now remove inversion and every rotation and reflection. Add a term V made of a random on-site matrix and random nearest-neighbour hopping matrices along the three axes, each projected onto its T-symmetric part. Scale V so that its norm is at most 0.6 t at every k. By the min-max principle no ordered energy level moves by more than the norm of the perturbation. Along the whole path H₀ + sV, 0 ≤ s ≤ 1, the occupied levels stay below −0.4 t and the empty ones above 0.4 t. The gap is at least 0.8 t, T is kept, and the plane indices cannot change.

That the end point really has space group P1 can be read from its energies. All orbitals sit on lattice points, so there are no fractional translations, and the point part of any symmetry is one of the 48 cubic operations. A symmetry R requires E(Rk) = E(k), and combining R with T changes nothing, because T gives E(−k) = E(k). I compared the energies at 40 random momenta. For each of the 46 operations other than the identity and inversion, some level changes by 0.119 t or more. Inversion combined with T would make every level doubly degenerate at every k, yet at these 40 momenta the occupied pair splits by as much as 0.356 t. No point operation except the identity remains.

I also computed the plane indices of this P1 insulator directly from W(ky), on 49 values of ky from 0 to π with 48 points in each kx loop. Because the centres coincide at both ends, the parity of D equals the parity of the number of times they cross a reference curve; the signed crossing counts of x₁ and x₂ differ by D, so their total has the parity of D. The curve used is the middle of the larger gap between the centres, joined across its jumps. The centres cannot cross it where it moves smoothly, so a crossing is counted each time it jumps past a centre between neighbouring values of ky. The same V was added at M = 4 for comparison:

M = 2 t: 2 occupied bands, plane indices 1 and 0, strong index 1
M = 4 t: 2 occupied bands, plane indices 0 and 0, strong index 0.

On a 20 × 20 × 20 mesh the indirect gaps, from the highest occupied to the lowest empty level, are 1.70 t and 1.81 t. The band extrema lie off this mesh, and locating them exactly lowers the gaps by about 0.01 t and 0.02 t, to 1.69 t and 1.79 t. The insulator at M = 4 t is atomic in the author's sense: V can be switched off and M then raised without closing the gap, until the sites decouple. The one at M = 2 t has the same symmetry data and cannot be brought to an atomic limit while the gap and T persist. Breaking inversion removed the label that had revealed the phase, and left the phase in place.

The obstruction concerns Wannier functions that form Kramers pairs. If a localized function w and its partner Tw spanned the occupied bands, they would supply a smooth periodic basis in which T acts by a constant matrix. The Berry connection in this basis could be scaled continuously to zero without violating the T condition. The centres would then stop moving, which forces ν = 0 in both planes. The argument does not exclude localized functions that T leaves unpaired.

6. What the author may conclude

The inference is sound in one direction. A product of rotation eigenvalues different from 1 rules out C = 0, and a parity product of −1 rules out an atomic limit that respects inversion and T. The trivial values reported here leave C = 0, ±4, ±8 and so on open for the first insulator, and leave the strong index and the three weak indices of the second undetermined. I ask the author to integrate the Berry curvature of the first over the zone, and to follow the hybrid Wannier centres of the second in the planes kz = 0 and kz = π. Vanishing results would exclude a Chern number and a strong index. They would not exclude every weak index: layers with ν = 1 stacked weakly along x give 0 in both kz planes and 1 in the planes kx = 0 and kx = π, so the planes kx = π and ky = π must be checked as well. To call either insulator atomic, the author should also exhibit a gapped, symmetry-preserving path to decoupled sites, as is possible above for m = 1.5 t and M = 4 t.
